\section*{Absolute Stability of a Rapidly Freezing Alloy Front after Pulsed-Laser Melting, part 2}

A laser pulse melts the implanted surface layer of a crystal, and the melt freezes back at speed $V$. The problem is to find the speeds at which ripples on the front fail to grow. Any consistent units may be used; the numbers below are mostly in nm, ns and K.

The coordinate $z$ points from the crystal into the melt and moves with the mean front at $z=0$. The displaced front is $z=h$, with wavenumber $q$ and $h\propto e^{\sigma t}$; its laboratory speed along the normal is $V_n$. The melt is dilute and at rest, with solute diffusivity $D$ and far solute fraction $C_0$. The crystal takes up $k$ times the fraction in the melt at the front, with fixed $0<k<1$. The front is in local equilibrium, with liquidus slope $m<0$ and Gibbs--Thomson coefficient $G$. The temperature is prescribed as $T_0+gz$, $g\ge0$.

The steady solute layer has thickness $1/p$, $p=V/D$, and fraction $C_0/k$ at the front. The freezing range is $\Delta T_0=|m|C_0(1-k)/k$. Put $w=q/p$, $s=\sigma D/V^2$ and $a=(g+Gq^2)/(p\,\Delta T_0)$. A pure mode has a solute disturbance proportional to $h\,e^{-pbz}$, with $\operatorname{Re}b>\tfrac12$ on the allowed branch, and
\begin{equation}
s=b^2-b-w^2 .
\label{eq:s1}
\end{equation}
\begin{equation}
s=b-1-a(b-1+k).
\label{eq:s2}
\end{equation}
\begin{equation}
b=1-\frac a2\pm\frac12\sqrt{a^2-4ak+4w^2} ,
\label{eq:broot}
\end{equation}
With $b_0$ the allowed $b$ at $s=0$,
\begin{equation}
x=b_0-1=\sqrt{\frac14+w^2}-\frac12>0,\qquad w^2=x(1+x),
\label{eq:x}
\end{equation}
a pure mode grows if and only if
\begin{equation}
F=x-a(x+k)>0 .
\label{eq:F2}
\end{equation}
The neutral condition is $F=0$. At $g=0$,
\begin{equation}
F=x\left[1-\frac{Gp}{\Delta T_0}(1+x)(x+k)\right].
\label{eq:factor}
\end{equation}
No mode then grows at or above the absolute-stability limit
\begin{equation}
V_a=\frac{D\,\Delta T_0}{kG}=\frac{|m|C_0(1-k)D}{k^2G} .
\label{eq:va}
\end{equation}

\subsection*{Part (g): the unstable band, with numbers}

\textbf{Question.} Which wavelengths are unstable below $V_a$ when $g=0$? Evaluate the result for $k=0.2$, $C_0=1$ at.\%, $|m|=450$ K per unit fraction, $D=10^{-4}$ cm$^2$/s and $G=150$ K\,nm.

\textbf{Solution.} Since $Gp/\Delta T_0=V/(kV_a)$, the bracket in \eqref{eq:factor} vanishes at
\begin{equation}
(1+x)(x+k)=\frac{kV_a}V .
\label{eq:edge}
\end{equation}
All smaller positive $x$ are unstable. The unstable band thus runs from infinite wavelength down to the wavelength given by \eqref{eq:edge}. As $V$ approaches $V_a$ from below, $x\to0$ and the band shrinks towards infinite wavelength.

The freezing range is $\Delta T_0=450\times0.01\times0.8/0.2=18$ K. In the units of the calculation $D=10$ nm$^2$/ns, and 1 nm/ns is 1 m/s. Therefore
\begin{equation}
V_a=\frac{10\times18}{0.2\times150}\ \text{m/s}=6\ \text{m/s},
\end{equation}
or $2.74\times10^{-6}$ atomic units of velocity. For a fixed long wavelength, \eqref{eq:edge} has two solutions for the speed at which that ripple is neutral, and the ripple grows between them. The upper one is 5.90 m/s at 200 nm and 5.98 m/s at 400 nm, approaching $V_a$ from below. The lower one is 0.088 m/s at 200 nm and 0.021 m/s at 400 nm.

At half the limit, $V=3$ m/s, $p=0.3$ nm$^{-1}$ and \eqref{eq:edge} becomes $x^2+1.2x-0.2=0$. Its positive root is $x=0.148$. Then $q=p\sqrt{x(1+x)}=0.124$ nm$^{-1}$, and the shortest unstable wavelength is 51 nm.

To find the fastest-growing ripple at this speed, put $y=w^2$. Here $a=Vy/(kV_a)=2.5y$, and the upper root and its growth rate are
\begin{align}
b&=1-1.25y+\tfrac12\sqrt{6.25y^2+2y},\\
s&=(1-2.5y)b-1+2y .
\end{align}
Numerical maximisation of $s$ over the unstable band gives $y=0.04$. This is easily confirmed: the square root is $0.3$, so $b=1.1$, and $db/dy=-1.25+2.5/1.2=0.833$. Hence
\begin{equation}
\frac{ds}{dy}=-2.5\times1.1+0.9\times0.833+2=0 .
\end{equation}
The wavenumber is $q=0.2p=0.06$ nm$^{-1}$, and the wavelength is 105 nm. With $s=0.07$ and $V^2/D=0.9$ ns$^{-1}$, the growth rate is 0.063 ns$^{-1}$.

A front at 3 m/s crosses a melt 200 nm deep in 67 ns. At this rate the amplitude grows by a factor $e^{4.2}$, or about 70. Whether cells become visible therefore depends on the initial roughness and the melt depth as well as on the sign of $\sigma$. This estimate assumes a prescribed temperature field with $g=0$, local equilibrium at the front and a steady solute layer from the start. It also takes the ripple to be the pure growing mode from the start. It is sensitive to all of these. With the latent heat of part (h) the factor falls to about 8, with the kinetic undercooling of part (i) to about 3, and with both to about 2. With $g=0$ and local equilibrium kept, a 105 nm ripple that starts at constant speed in a uniform melt (which at $g=0$ requires the uniform temperature to fall by $\Delta T_0=18$ K during the start) first shrinks to about half while the solute layer builds up, and it ends about 12 times larger. If it starts with the steady layer simply displaced along with the front, the factor is about 24.

Above the limit, long ripples may oscillate while they decay. For complex $b$ on the allowed branch, where $\operatorname{Re}b>\tfrac12$ means $a<1$, taking the real part of $s=(1-a)b-1+a(1-k)$ with $\operatorname{Re}b=1-a/2$ gives
\begin{equation}
\operatorname{Re}s=(1-a)\left(1-\frac a2\right)-1+a(1-k)
=\frac{a(a-1-2k)}2 .
\end{equation}
At $V=1.2V_a=7.2$ m/s and a wavelength of 200 nm, $w=0.0436$ and $a=0.0114$. The discriminant $a^2-4ak+4w^2$ is negative. The real growth rate is $-0.041$ ns$^{-1}$, and the angular frequency is 0.096 rad/ns.

Decay of every mode does not exclude growth for a limited time. For long ripples the two roots lie close together near $b=1$, and a starting state that is not a pure mode is a difference of two large mode amplitudes. At 7.2 m/s and $g=0$, a ripple that starts with the steady layer displaced along with the front does not grow. If instead the front is displaced and the solute field is left undisturbed, the amplitude rises within 200 nm of freezing by a factor of about 30 at a wavelength of 200 nm and about 75 at 400 nm, and decays only at later times. With the kinetic undercooling of part (i) these factors stay below 2.

\subsection*{Part (h): the gradient set up by latent heat}

\textbf{Question.} Freezing releases heat, which must flow away. Find the gradient that enters the neutral condition, and the resulting threshold when the heat leaves through the crystal.

\textbf{Solution.} Let $\lambda_S$ and $\lambda_L$ be the heat conductivities of crystal and melt, $g_S$ and $g_L$ the planar gradients on the two sides, and $L$ the latent heat per volume. Heat balance at the planar front is $\lambda_Sg_S-\lambda_Lg_L=LV$. Over a ripple wavelength heat diffuses much faster than the front moves, so the disturbances obey Laplace's equation and vary as $e^{qz}$ in the crystal and $e^{-qz}$ in the melt.

Let the temperature of the displaced front be $T_0+\tau h$. Continuity fixes the field amplitudes per unit $h$ as $\tau-g_S$ and $\tau-g_L$. At neutrality the front speed is undisturbed, and so is the release of latent heat. The first-order heat balance is then
\begin{equation}
\lambda_Sq(\tau-g_S)+\lambda_Lq(\tau-g_L)=0,\qquad
\tau=\frac{\lambda_Sg_S+\lambda_Lg_L}{\lambda_S+\lambda_L} .
\end{equation}
This mean replaces $g$ in the neutral condition. If the melt has no gradient, $g_L=0$ and
\begin{equation}
g=\frac{LV}{\lambda_S+\lambda_L} .
\end{equation}
The gradient is proportional to the speed, so its contribution to $a$ does not depend on the speed:
\begin{equation}
\gamma=\frac g{p\,\Delta T_0}=\frac{LD}{(\lambda_S+\lambda_L)\Delta T_0} .
\end{equation}
With $a=\gamma+(V/V_a)x(1+x)/k$, setting $F=0$ and solving for the speed gives
\begin{equation}
\frac V{V_a}=\frac k{x(1+x)}\left(\frac x{x+k}-\gamma\right).
\label{eq:heat}
\end{equation}
The largest value of the right side over $x>0$ is the threshold for stationary neutral ripples. For $x\ll k$ and small $\gamma$ the right side is approximately $1-(1+1/k)x-\gamma k/x$. Its maximum is
\begin{equation}
\frac V{V_a}\simeq1-2\sqrt{(1+k)\gamma} .
\end{equation}
The square root makes the threshold sensitive even to a small $\gamma$.

Take $L=0.52$ eV per atom at 50 atoms per nm$^3$, $\lambda_S=25$ W/(m\,K) and $\lambda_L=55$ W/(m\,K). At 6 m/s the gradient in the crystal is 1.0 K/nm and the mean gradient $g$ is 0.31 K/nm, which gives $\gamma=0.029$. The approximation yields $V/V_a\simeq0.63$. Numerical maximisation of the full expression \eqref{eq:heat} gives 0.66, a threshold of 4.0 m/s at a wavelength of 81 nm. The latent-heat gradient thus lowers the threshold by a third. This value is for a melt deep compared with $1/q$. For a melt of depth $d$ under an insulated surface, $\lambda_L$ is replaced by $\lambda_L\tanh qd$, and the threshold is 3.9 m/s at $d=20$ nm and 3.7 m/s at $d=10$ nm.

For a thermal diffusivity $D_{\rm th}=0.1$ cm$^2$/s, the ratio $V/(D_{\rm th}q)$ at this threshold is 0.005, which supports the use of Laplace's equation. The argument locates stationary neutral ripples. It does not exclude oscillatory growth in the coupled heat and solute problem.

\subsection*{Part (i): undercooling and speed-dependent partition}

\textbf{Question.} How do a kinetic undercooling proportional to $V_n$ and a partition coefficient that depends on $V_n$ alter the stationary threshold at $g=0$?

\textbf{Solution.} For a stationary neutral ripple $\sigma=0$, so $V_n=V$ to first order everywhere on the front. Kinetic undercooling then lowers the front temperature uniformly and leaves the neutral condition unchanged. With a coefficient of 15 K per m/s, the undercooling is 90 K at 6 m/s. If $D$ or $k$ depends on temperature, its value at the undercooled front must be used. If the liquidus is curved, $m$ is its slope at the composition of the melt at the front.

Likewise, $k$ takes its planar value $k(V)$ all along a neutral front. Consider the model
\begin{equation}
k(V)=\frac{k_e+V/V_D}{1+V/V_D},
\end{equation}
with equilibrium value $k_e=7\times10^{-4}$ and diffusive speed $V_D=30$ m/s. The stationary threshold satisfies $V=V_a[k(V)]$, where the slope $m$ is held fixed. The left side rises with $V$. The right side falls, because $k(V)$ rises and $(1-k)/k^2$ decreases with $k$. There is thus one solution, and a numerical root search gives 6.9 m/s with $k=0.19$. At 6 m/s this model has $k=0.17$, slightly below the fixed value 0.2, which is why its threshold is higher. This speed is a limit of stability only if kinetic undercooling is present as well. Let $\eta=Vk'(V)/(1-k)$, which equals $(V/V_D)/(1+V/V_D)$ in this model. Without kinetic undercooling the left side of \eqref{eq:s2} becomes $(1-\eta)s$. For $q\to0$ at $g=0$ the roots are then $b=1$ and $b=1/(1-\eta)>1$, so long ripples grow without oscillating at every speed, with $s=\eta/(1-\eta)^2$, or 1.8 ns$^{-1}$ at 7.5 m/s. A kinetic coefficient $\mu$ removes this long-wave growth when $\mu Vk/\Delta T_0>\eta$, that is, above about 2.8 K per m/s at 6.9 m/s and 2.4 K per m/s at 7.5 m/s. The value 15 K per m/s satisfies this, and with it the front is unstable at 6.7 m/s and stable at 7.1, 10 and 15 m/s.

Holding $m$ fixed is a further approximation, because a front with $k\gg k_e$ is not in local equilibrium. For dilute ideal solutions without solute drag, the effective slope is $m\,[1-k+k\ln(k/k_e)]/(1-k_e)$. This is $2.1\,m$ at the resulting stationary threshold, which moves to 9.0 m/s. With full solute drag it moves to about 14 m/s. These two speeds locate stationary neutral ripples only; stability above them is not established here.

\subsection*{Part (j): comparison with a laser-annealed layer}

\textbf{Question.} How far can the 6 m/s limit be applied to bismuth-implanted silicon melted by a nanosecond pulse?

\textbf{Solution.} The parameters are rough values for that regime, where regrowth at several metres per second is typical. The fraction $C_0=1$ at.\% represents a heavy implant, far above the equilibrium solubility of bismuth in solid silicon. Latent heat leaving through the crystal lowers the threshold from 6 to 4.0 m/s at fixed $k$. The speed-dependent $k$, together with kinetic undercooling, raises it to 6.9 m/s at $g=0$. These shifts do not add: with latent heat, $k(V)$ and kinetic undercooling acting together at fixed $m$, the threshold is 6.1 m/s rather than 4.9 m/s. The change of the liquidus slope under trapping, sized in part (i), moves the stationary threshold by about as much as latent heat does when there is no solute drag (up by 2.1 m/s against down by 2.0 m/s), and by much more with full drag.

Other assumptions are strained as well. The melt is not at rest: liquid silicon is about 10\% denser than the crystal, so freezing pushes melt away from the front. With that density difference, at $g=0$ and fixed $k$, the slower approach of the melt raises the limit from 6 to 6.7 m/s, and the viscous flow around the ripple raises it further to about 7.4 m/s. The melt at the front contains 5 at.\% solute, so the dilute approximation is rough. Liquid bismuth and silicon have a miscibility gap, with a monotectic roughly 20 K below the melting point of silicon. The linear liquidus reaches that temperature near 5 at.\%, so the melt at the front is close to the composition at which it would separate into two liquids in equilibrium, and the local liquidus slope is smaller than its dilute value. With the kinetic undercooling of part (i) the front is about 90 K colder still. In a symmetric regular-solution model fitted to this monotectic, the edge of the gap then lies near 4 at.\%, so the melt at the front would be metastable against separation. At $V_a$ the solute layer is 1.7 nm thick, about six mean atomic spacings, which puts the continuum diffusion equation near the edge of its use. The initial transient length $D/(kV_a)$ is 8.3 nm, or 4\% of a melt depth of 200 nm. Over this length the crystal reaches 72\% of $C_0$, and 95\% takes about 26 nm, or 13\% of the depth. A steady state over the rest of the melt requires that the implanted concentration vary little over such lengths. As a design rule, freezing faster than $V_a$ makes every ripple mode decay, though it does not exclude the temporary amplification described in part (g), under the stated conditions: a dilute melt at rest, fixed $k$, local equilibrium at the front, a steady solute layer and a prescribed temperature field with $g\ge0$. Bismuth in silicon does not meet all of these at once: $k=0.2$ is a trapped value, and with the equilibrium $k_e$ the formula would give $6\times10^5$ m/s. For this system 6 m/s is an estimate of the order of the limit. The rule also has an upper bound that the model does not contain: silicon regrows amorphous above roughly 15 m/s, which is close to the stationary threshold found with full solute drag. Freezing more slowly than $V_a$ does not by itself imply that cells will form.
